\section*{Nitride-to-oxide selectivity of hot phosphoric acid depends on dissolved silica}

\section{One bath, several lots}

A wafer carrying silicon nitride next to silicon dioxide is lowered into hot phosphoric acid. The nitride is to be removed and the oxide is to stay. After the etch both thickness changes are measured, and their ratio is called the selectivity. The next lot goes into the same acid at the same temperature for the same time. Should the same ratio be expected?

The belief examined here is that it should: high selectivity for nitride over oxide is a property of hot phosphoric acid, as density is a property of a liquid. There is good sense behind it. If the films, temperature, water content, dissolved silica, stirring, wafer load, wafer pattern and etch time are all reproduced, the ratio should be reproduced too. The nitride rate may also hold steady from lot to lot, which suggests that the chemistry has not changed. But a ratio can change through its denominator. The oxide rate is the difference between dissolution and redeposition, which becomes small as silica accumulates, and the etched nitride itself feeds the redeposition.

\section{What the nitride puts into the acid}

The overall reaction of the nitride is
\begin{equation}
\mathrm{Si_3N_4+4H_3PO_4+12H_2O\rightarrow 3Si(OH)_4+4NH_4H_2PO_4}.
\end{equation}
Each formula unit of nitride releases three units of dissolved silica, taken here to be monomeric $\mathrm{Si(OH)_4}$. Let $R_n$ be the thickness etch rate of the nitride and $V_n$ its molar volume. An area etched at speed $R_n$ loses $R_n/V_n$ moles of nitride per unit area and time, so it releases the silicon flux
\begin{equation}
J_n=\frac{3R_n}{V_n}.
\end{equation}

The example uses round model parameters. With $R_n=5$ nm/min, which is $8.33\times10^{-11}$ m/s, and $V_n=46.76\times10^{-6}$ m$^3$/mol,
\begin{equation}
J_n=\frac{3(8.33\times10^{-11})}{46.76\times10^{-6}}
=5.35\times10^{-6}\ \mathrm{mol\,m^{-2}\,s^{-1}}.
\end{equation}

\section{The oxide rate is a difference}

Oxide dissolves at a molar flux $k_d$ and is redeposited from solution. Redeposition is assumed to be first order in the silica concentration $c_s$ at the surface, with coefficient $k_r$. The net flux leaving the oxide, positive for etching, is
\begin{equation}
J_o=k_d-k_rc_s.
\end{equation}
It vanishes at the saturation concentration $c_{\rm sat}=k_d/k_r$. Substituting $k_d=k_rc_{\rm sat}$ gives
\begin{equation}
J_o=k_r(c_{\rm sat}-c_s)=k_d\left(1-\frac{c_s}{c_{\rm sat}}\right).
\label{eq:oxide}
\end{equation}
The linear law is a model assumption. Temperature and water content are held fixed, since both $k_d$ and $k_r$ may depend on them.

If the redeposited oxide has the same molar volume $V_o$ as the original, the oxide etch rate is $R_o=V_oJ_o$. Write $R_{o0}=V_ok_d$ for the rate with no silica at the surface, $S_0=R_n/R_{o0}$, and $x=c_s/c_{\rm sat}$. When $R_n$ does not depend on silica, the selectivity is
\begin{equation}
S=\frac{R_n}{R_o}=\frac{R_n}{R_{o0}(1-x)}=\frac{S_0}{1-x},
\qquad 0\le x<1.
\label{eq:S}
\end{equation}
At $x=1$ dissolution and redeposition balance and the ratio diverges. For $x>1$ the oxide grows. The formula then returns a negative number, which is no longer a useful measure of selectivity.

With $R_{o0}=0.1$ nm/min, $S_0=5/0.1=50$. At half saturation $S=50/0.5=100$, and at $x=0.90$ it is $50/0.10=500$. The nitride rate is the same in all three cases.

Control also becomes harder near saturation. Differentiating Eq.~\eqref{eq:S} gives $dS/dx=S_0/(1-x)^2$, and division by $S$ gives
\begin{equation}
\frac{dS}{S}=\frac{dx}{1-x}.
\end{equation}
At $x=0.90$, a rise of $0.01$ in $x$ should raise $S$ by about $0.01/0.10=10\%$. The finite change is from 500 to 556, or 11\%.

\section{When would the belief be true?}

One may object that silica could slow the nitride as well. To see what this would do, let the nitride rate be $R_n(1-\beta x)$, where $R_n$ is now its silica-free value and $\beta$ is a constant. Then
\begin{align}
S&=S_0\frac{1-\beta x}{1-x},\\
\frac{dS}{dx}&=S_0\frac{-\beta(1-x)+(1-\beta x)}{(1-x)^2}
=S_0\frac{1-\beta}{(1-x)^2}.
\end{align}
The two terms $\beta x$ and $-\beta x$ in the numerator cancel, so the sign of the slope is that of $1-\beta$.

Selectivity is independent of silica in this model if $\beta=1$, that is, if silica slows both materials by the same factor. This is the condition that the belief needs. If $\beta<1$, selectivity rises with silica. A modest slowing of the nitride does not rescue the belief: with $\beta=0.2$ and $x=0.90$,
\begin{equation}
S=50\,\frac{1-0.18}{0.10}=410,
\end{equation}
still far from 50. The rest of the calculation uses $\beta=0$.

\section{The oxide sees the surface, not the bath}

A bath analysis gives the concentration $c_b$ in the well-mixed liquid, whereas Eq.~\eqref{eq:oxide} contains the concentration at the wafer. Let a stagnant film of thickness $\delta$ separate the two, and let $D$ be the silica diffusivity. In steady state the flux through the film is uniform and equals $h(c_s-c_b)$, with $h=D/\delta$. Here $D=5\times10^{-10}$ m$^2$/s and $\delta=50$ $\mu$m, so $h=10^{-5}$ m/s. The diffusion time $\delta^2/D=5$ s is short compared with a 20-minute etch, so a steady film is a good approximation.

Let nitride cover a fraction $\theta$ of the wafer and oxide the rest. If the pattern is much finer than $\delta$, both materials see nearly the same $c_s$. What leaves through the film must equal what the surface supplies:
\begin{equation}
h(c_s-c_b)=\theta J_n+(1-\theta)k_r(c_{\rm sat}-c_s).
\end{equation}
Define the undersaturation at the surface, $u=c_{\rm sat}-c_s$. Then $c_s-c_b=(c_{\rm sat}-c_b)-u$, and the balance becomes
\begin{align}
h(c_{\rm sat}-c_b)-hu&=\theta J_n+(1-\theta)k_ru,\\
u&=\frac{h(c_{\rm sat}-c_b)-\theta J_n}{h+(1-\theta)k_r}.
\end{align}
Since $J_o=k_ru$, taking $h$ out of the numerator gives
\begin{align}
J_o&=\kappa(c^*-c_b),\label{eq:flux}\\
\kappa&=\frac{hk_r}{h+(1-\theta)k_r},\qquad
c^*=c_{\rm sat}-\frac{\theta J_n}{h}.
\end{align}
The selectivity in terms of the measurable bath concentration therefore obeys
\begin{equation}
\frac1S=\frac{V_o\kappa}{R_n}(c^*-c_b).
\label{eq:inverse}
\end{equation}
Its reciprocal falls linearly with bath silica and reaches zero at $c^*$, which lies below saturation. The oxide stops etching in a bath that could still dissolve oxide, because the neighbouring nitride raises the silica concentration at the surface.

For $c_{\rm sat}=4$ mol/m$^3$ and $\theta=0.6$, the shift is
\begin{equation}
\frac{\theta J_n}{h}=\frac{0.6(5.35\times10^{-6})}{10^{-5}}
=0.321\ \mathrm{mol/m^3},
\end{equation}
so $c^*=3.679$ mol/m$^3$, or 64.6 ppm silicon by mass for an acid density of 1600 kg/m$^3$. Saturation is at 70.2 ppm.

At $c_b=3$ mol/m$^3$, with $V_o=27.31\times10^{-6}$ m$^3$/mol and $\kappa=1.525\times10^{-8}$ m/s,
\begin{equation}
\begin{split}
R_o&=(27.31\times10^{-6})(1.525\times10^{-8})(0.679)\\
&=2.83\times10^{-13}\ \mathrm{m/s}=0.0170\ \mathrm{nm/min}.
\end{split}
\end{equation}
The selectivity is $5/0.0170$, about 295. In silica-free bath liquid the same wafer has $S=54$. That is already above $S_0=50$, since the nitride loads the film even when the bath is fresh.

A blanket oxide wafer has no nitride beside it, so $\theta=0$. In the same bath at 3 mol/m$^3$ it etches at 0.0250 nm/min. Dividing the nitride rate by this value gives a selectivity of 200, not 295. One acid at one silica content thus gives two answers, depending on where the oxide is measured.

These results rest on treating the surface as laterally uniform. A two-dimensional diffusion calculation over alternating stripes with a pitch of 5 $\mu$m tests this. At $c_b=3$ mol/m$^3$ the surface concentration varies by about 0.01 mol/m$^3$, about 3\% of the excess over the bath, and the selectivity is 293 instead of 295. At 3.5 mol/m$^3$ the difference is larger, 1091 against 1117, because a small concentration error is then divided by a small undersaturation. The agreement holds only for a pitch well below $\delta$. For coarser stripes the oxide sees less of the nitride's silica, and the selectivity at 3 mol/m$^3$ falls toward the blanket value: about 277 at a pitch of 50 $\mu$m and about 208 at 1 mm. The same calculation tests the cause of the excess: with nitride release switched off, it drops from 0.321 to 0.0006 mol/m$^3$.

Two limits show the role of transport. With very effective stirring, $h\to\infty$, one finds $c^*\to c_{\rm sat}$ and $\kappa\to k_r$. At a given bath concentration the neighbours then no longer matter, but the bath silica still does, and the nitride continues to add to it. In the other direction, $c^*$ becomes negative when $\theta J_n/h>c_{\rm sat}$. Oxide would then grow even in a silica-free bath, once the film had reached its steady state. In the example this requires $h$ to be smaller by a factor $4/0.321\approx12.5$, equivalent to a stagnant film of about 0.6 mm. Such a film has $\delta^2/D\approx780$ s, comparable to the etch time, so a 20-minute etch started in fresh acid would still show a net oxide loss. Deep recesses also lengthen the diffusion path, but they need their own geometry and are not described by this flat-surface formula.

\section{The bath does not stay where it was}

The silica leaving the wafers collects in the bath. For bath volume $V$ and total wafer area $A$, with no bleed, evaporation or precipitation and with the small storage in the film neglected,
\begin{equation}
\frac{dc_b}{dt}=\frac AV\left[\theta J_n+(1-\theta)\kappa(c^*-c_b)\right].
\end{equation}
Factoring out the coefficient of $-c_b$ gives
\begin{align}
\frac{dc_b}{dt}&=\lambda(c_\infty-c_b),\qquad
\lambda=\frac AV(1-\theta)\kappa,\\
c_\infty&=c^*+\frac{\theta J_n}{(1-\theta)\kappa}.
\end{align}
Starting from $c_b(0)=c_0$, the solution is
\begin{equation}
c_b(t)=c_\infty-(c_\infty-c_0)e^{-\lambda t}.
\label{eq:bath}
\end{equation}
Setting $c_b=c^*$ and taking the logarithm gives the etching time after which the oxide stops dissolving:
\begin{equation}
t^*=\frac1\lambda\ln\frac{c_\infty-c_0}{c_\infty-c^*}.
\end{equation}
For $0<\theta<1$, $c_\infty>c^*$, so a bath that starts below $c^*$ and is neither bled nor replaced reaches this point within the model.

Take 50 L of fresh acid and 7 m$^2$ of wafer area per lot, each lot losing 100 nm of nitride in 20 min. Nitride is assumed to remain throughout the etch; once it clears, $J_n$ vanishes and the oxide returns to nearly the blanket rate, so an overetch is not described by the numbers below. Then $\lambda=8.54\times10^{-7}$ s$^{-1}$ and $c_\infty=530$ mol/m$^3$. The latter is far above saturation and serves here as a parameter of the solution; long before it was approached, the neglect of precipitation would need to be questioned. Because $c_\infty\gg c^*$, the rise up to $c^*$ is nearly linear, with
\begin{equation}
t^*\approx\frac{c^*}{\lambda c_\infty}
=\frac{3.679}{(8.54\times10^{-7})(530)}\ \mathrm{s}
\approx 8.1\times10^3\ \mathrm{s}.
\end{equation}
The full logarithm gives 136 min, or 6.8 lots.

\section{What a lot measurement reports}

A thickness measurement after the etch gives an average over the lot, not an instantaneous selectivity. For a lot of duration $\tau$ that starts at $c_0$, Eqs.~\eqref{eq:flux} and \eqref{eq:bath} give the oxide loss
\begin{align}
\ell&=V_o\kappa\int_0^\tau(c^*-c_b)\,dt\nonumber\\
&=V_o\kappa\left[(c^*-c_\infty)\tau
+(c_\infty-c_0)\frac{1-e^{-\lambda\tau}}{\lambda}\right].
\end{align}
The lot selectivity is $S_{\rm lot}=R_n\tau/\ell$. Its reciprocal is the time average of $1/S$, so $S_{\rm lot}$ is a harmonic mean as long as $S$ stays positive.

In the first lot the bath rises from 0 to 0.542 mol/m$^3$. The oxide loses 1.70 nm, and $S_{\rm lot}=100/1.70\approx59$. In the fifth lot the loss is 0.621 nm and the ratio is 161. In the sixth it is 285. Neither the acid temperature nor the nitride rate has changed in the model.

The seventh lot gives a ratio of about 1200, which needs careful reading. It begins after 120 min of accumulated etching, and the oxide stops dissolving at 136 min. For about 16 min the oxide is etched, and for the last 4 min it grows. The net loss of 0.082 nm is 0.087 nm etched less 0.005 nm grown. The growth cancels only about 6\% of the etch, so the ratio is large mainly because the whole lot runs close to $c^*$, where the oxide rate passes through zero. In the eighth lot the model gives an oxide gain of 0.19 nm. The bath itself passes $c_{\rm sat}$ about 8 min into that lot and ends at 4.32 mol/m$^3$, so this value depends on neglecting precipitation and deposition on the nitride and the tank walls. In this model, a finished wafer with almost no net oxide loss shows only that the surface silica averaged close to saturation during that lot; the same acid with less silica etches the oxide.

A time-dependent diffusion calculation, with the film resolved and joined to the finite bath, tests this history. Its oxide losses differ from the closed formula by about 0.0014 nm per lot. That is less than 0.1\% of the loss in the first lot but nearly 2\% of the net loss in the seventh, another sign of how fragile a very large ratio is. The lot-by-lot values are in the numerical output.

\section{What can be specified}

A selectivity quoted for hot phosphoric acid needs its conditions beside it. These include the kind of nitride and oxide film, temperature, water content, dissolved silica, stirring, and the nitride beside the oxide. For a ratio measured over a whole lot, the etch time and the wafer area per bath volume matter too, because they set how far the silica rises during the etch. Holding the ratio steady means holding the silica steady, and the margin can be small. At 3.5 mol/m$^3$ the example has a selectivity of about 1100, but only 0.179 mol/m$^3$ remains before the oxide stops etching. One lot adds about 0.54 mol/m$^3$, so that margin is used up in a third of a lot.

The numbers belong to the chosen parameters and to first-order redeposition of monomeric silica. A different redeposition law would change the shape of the curve. The belief fails for a more general reason: the oxide rate is a difference that dissolved silica can bring to zero, while the nitride rate need not fall with it.

\section*{Calculated quantities}
\begin{verbatim}
Nitride rate 5.0 nm/min
Silica-free oxide rate 0.10 nm/min; S0 50.0
Saturation 4.00 mol/m^3 = 70.2 ppm Si
Densities nitride, oxide, acid: 3000, 2200, 1600 kg/m^3
Molar volumes nitride, oxide: 46.76, 27.31 cm^3/mol
Diffusivity 5.0e-10 m^2/s; film 50 um
Mass-transfer coefficient h 1.00e-05 m/s
Nitride silicon flux J_n 5.346e-06 mol/(m^2 s)
Oxide k_d 6.103e-08 mol/(m^2 s); k_r 1.526e-08 m/s
kappa 1.525e-08 m/s; nitride fraction 0.60
Film excess theta*J_n/h 0.321 mol/m^3
Oxide stops at bath silica 3.679 mol/m^3 = 64.6 ppm Si
Surface silica fraction x, S(beta=0), S(beta=0.2):
  0.00  50.0  50.0
  0.50  100.0  90.0
  0.90  500.0  410.0
  0.91  555.6  454.4
  0.99  5000.0  4010.0
Patterned: bath, surface [mol/m^3], oxide [nm/min], S, S stripes:
  0.0  0.323  0.09192  54.4  54.3
  1.0  1.322  0.06694  74.7  74.6
  2.0  2.322  0.04195  119.2  118.9
  3.0  3.321  0.01697  294.6  292.8
  3.5  3.821  0.00448  1116.6  1090.8
Blanket oxide at bath 3.0 mol/m^3: 0.02496 nm/min, S 200.3
Stripe pitch 5.0 um; surface silica spread 0.0095 mol/m^3
Surface excess, nitride release on: 0.3212 mol/m^3
Surface excess, nitride release off: 0.000610 mol/m^3
Bath 50 L; wafer area 7.0 m^2
Lot: 100 nm nitride in 20.0 min
Bath rate lambda 8.539e-07 1/s; c_inf 529.6 mol/m^3
Lot: bath start, end [mol/m^3], oxide loss, numeric [nm], lot S:
  1: 0.000  0.542  1.7029  1.7043  58.7
  2: 0.542  1.084  1.4320  1.4334  69.8
  3: 1.084  1.626  1.1614  1.1628  86.1
  4: 1.626  2.166  0.8911  0.8924  112.2
  5: 2.166  2.706  0.6210  0.6224  161.0
  6: 2.706  3.246  0.3512  0.3526  284.7
  7: 3.246  3.785  0.0817  0.0831  1223.7
  8: 3.785  4.324  -0.1875  -0.1862  oxide grows
Oxide etching stops after 136.1 min of etching = 6.80 lots
Numeric surface silica at that time 3.9978 mol/m^3
\end{verbatim}
